# Elastic repulsion of two identical adatoms on an isotropic half-space, part 1

(Sections cited here and not found follow in the second part.)

## First half: from surface forces to the pair energy

### What dimensions and linearity fix

Let each adatom act on the substrate through forces that have no resultant. The strength of such a set of forces is its first moment $P$, a force times a length, which has the dimension of energy. The substrate has a Young modulus $E$, an energy per volume, and a dimensionless Poisson ratio $\nu$. In linear elasticity the displacement caused by one adatom is proportional to its own $P$, and the work done on that displacement by the forces of the other is proportional to the second $P$. The interaction energy is therefore proportional to $P^2/E$, which is an energy times a volume.

A half-space has no length of its own. If the forces of each adatom are confined to a region much smaller than the separation $d$, then $d$ is the one length left, and

$$
U(d)=c(\nu)\,\frac{P^2}{E\,d^3}. \tag{1}
$$

The inverse cube thus follows from linearity and from the absence of another length. A substrate of finite thickness, a nearby step or an extended source would bring in a second length and would permit a different dependence. Dimensions give neither the sign nor the size of $c(\nu)$. The calculation below gives $c=(1-\nu^2)/\pi$, so that

$$
\boxed{U(d)=\frac{1-\nu^2}{\pi E}\,\frac{P^2}{d^3}} \tag{2}
$$

for an isotropic half-space. Since $-1<\nu\le 1/2$ for a stable isotropic solid, this is positive and falls with distance: the adatoms repel.

### The model and the meaning of P

The solid fills $z>0$, so $z$ is depth, and its free surface is the plane $z=0$. Vectors $\mathbf r$ and $\mathbf k$ lie in that plane. The response is static and linear, the surface is flat, and surface stress and surface elasticity are left out. The forces are those that the adatom exerts on the substrate atoms, evaluated at the undisplaced positions of these atoms. They are held fixed when a second adatom strains the surface.

For forces $\mathbf f^{(n)}$ at positions $\mathbf r^{(n)}$ define

$$
M_{ij}=\sum_n r^{(n)}_i f^{(n)}_j ,\qquad i,j\in\{x,y\}. \tag{3}
$$

Because the resultant vanishes, $M_{ij}$ does not depend on the origin. Zero torque about the surface normal makes it symmetric. A site with a threefold or fourfold axis then requires $M_{ij}=P\delta_{ij}$, because a symmetric tensor with two different principal values would single out a direction in the plane. In a calculation with atoms, $P=(M_{xx}+M_{yy})/2$; the trace of $M$ is $2P$. With $P>0$ the adatom pushes its neighbours outward, and with $P<0$ it pulls them inward. Forces along the normal are added in the second half.

Seen from far away, the force density of an adatom at the origin is

$$
f_i(\mathbf r)=-P\,\partial_i\delta(\mathbf r). \tag{4}
$$

One integration by parts confirms the moment: $\int r_i f_j\,d^2r=-P\int r_i\,\partial_j\delta\,d^2r=P\delta_{ij}$. With the convention

$$
\tilde f(\mathbf k)=\int f(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^2r,\qquad
f(\mathbf r)=\int\frac{d^2k}{(2\pi)^2}\,\tilde f(\mathbf k)e^{i\mathbf k\cdot\mathbf r},
$$

the transform of (4) is

$$
\tilde{\mathbf f}(\mathbf k)=-iP\,\mathbf k . \tag{5}
$$

The force is parallel to the wavevector. It is enough, then, to know how the surface responds to a longitudinal wave of traction.

### The half-space under a longitudinal traction

Choose the $x$ axis along $\mathbf k$ and apply a traction (force per area on the solid) $t\,e^{ikx}$ along $x$. Reflection in the plane containing $x$ and $z$ leaves the load unchanged, so $u_y=0$. Let $\mu=E/[2(1+\nu)]$ be the shear modulus and $\lambda=2\mu\nu/(1-2\nu)$ the other Lamé constant. Equilibrium without body forces reads $\mu\nabla^2\mathbf u+(\lambda+\mu)\nabla\Theta=0$, where $\Theta=\nabla\cdot\mathbf u$ is the volume dilation. Since $\lambda+\mu=\mu/(1-2\nu)$, this becomes

$$
(1-2\nu)\nabla^2\mathbf u+\nabla\Theta=0 . \tag{6}
$$

The divergence of (6) gives $\nabla^2\Theta=0$, so the part of $\Theta$ that decays with depth varies as $e^{-kz}e^{ikx}$. Equation (6) then drives $\mathbf u$ with a source of the same form as its own homogeneous solution, and this produces terms in $z\,e^{-kz}$. The general decaying form is

$$
u_x=(A+Bkz)e^{-kz}e^{ikx},\qquad u_z=i(C+Dkz)e^{-kz}e^{ikx}. \tag{7}
$$

Its dilation is

$$
\Theta=ik\left[(A-C+D)+(B-D)kz\right]e^{-kz}e^{ikx}.
$$

As $\Theta$ is harmonic, the term in $kz$ must vanish, and $D=B$.

To insert (7) in (6), note that $\partial_z^2(kz\,e^{-kz})=k^2(kz-2)e^{-kz}$. Subtracting $k^2\,kz\,e^{-kz}$ for the $x$ derivatives leaves $-2k^2e^{-kz}$, while the terms in $A$ and $C$ are harmonic and drop out. The $x$ component of (6) is

$$
-2(1-2\nu)k^2B+(ik)^2(A-C+B)=0,
$$

or

$$
A-C+B=-2(1-2\nu)B,\qquad C=A+(3-4\nu)B. \tag{8}
$$

The $z$ component is $-2i(1-2\nu)k^2B-ik^2(A-C+B)=0$, which is the same condition.

Two boundary conditions remain at $z=0$. The common factor $e^{ikx}$ is dropped. There is no normal traction, so $\sigma_{zz}=\lambda\Theta+2\mu\,\partial_zu_z=0$. From (8), $\Theta=-2ik(1-2\nu)B$, hence $\lambda\Theta=-4ik\mu\nu B$. From (7), $\partial_zu_z=ik(B-C)$. Therefore

$$
-4ik\mu\nu B+2ik\mu(B-C)=0,\qquad C=(1-2\nu)B, \tag{9}
$$

and (8) gives

$$
A=(1-2\nu)B-(3-4\nu)B=-2(1-\nu)B . \tag{10}
$$

The outward normal of the solid points along $-z$, so the applied tangential traction is $t=-\sigma_{xz}$. The shear stress at the surface is

$$
\sigma_{xz}=\mu(\partial_zu_x+\partial_xu_z)=\mu k(B-A-C)
=\mu k\left[1+2(1-\nu)-(1-2\nu)\right]B=2\mu kB .
$$

Thus $t=-2\mu kB$. The surface displacement is $u_x=A=-2(1-\nu)B$, and elimination of $B$ gives

$$
u_x=\frac{g}{k}\,t,\qquad g=\frac{1-\nu}{\mu}=\frac{2(1-\nu^2)}{E}. \tag{11}
$$

The factor $1/k$ is again a matter of dimensions: the deformation reaches to a depth of order $1/k$, and a long wave of traction has a thick layer to shear. The quantity $g$ is called the longitudinal surface compliance below. It is positive, so the surface moves in the direction in which it is pushed.

### Which energy is the interaction energy

The total energy of substrate and adatoms has two parts that depend on $\mathbf u$. One is the strain energy $W[\mathbf u]$, which is quadratic. The other is the change of the adatom–substrate bond energy. To first order in the displacements this is $-\int\mathbf f\cdot\mathbf u\,d^2r$, because a force is minus the derivative of an energy. So

$$
\Phi[\mathbf u]=W[\mathbf u]-\int\mathbf f\cdot\mathbf u\,d^2r . \tag{12}
$$

At equilibrium $\Phi$ is stationary. Scale the equilibrium field by a factor $1+\epsilon$. The change of first order in $\epsilon$ must vanish, and since $W$ is quadratic this gives $2W=\int\mathbf f\cdot\mathbf u\,d^2r$. Then

$$
W=\tfrac12\int\mathbf f\cdot\mathbf u\,d^2r,\qquad \Phi=-\tfrac12\int\mathbf f\cdot\mathbf u\,d^2r . \tag{13}
$$

Now let $\mathbf f=\mathbf f_1+\mathbf f_2$ with $\mathbf u=\mathbf u_1+\mathbf u_2$. The terms $\mathbf f_1\cdot\mathbf u_1$ and $\mathbf f_2\cdot\mathbf u_2$ are self-energies that do not depend on $d$. The two cross terms are equal, because the response (11) is the same real factor whichever of the two forces is taken as the source. The interaction energy is therefore

$$
U=-\int\mathbf f_2\cdot\mathbf u_1\,d^2r . \tag{14}
$$

By (13) the strain energy alone has the cross term $+\int\mathbf f_2\cdot\mathbf u_1\,d^2r=-U$. A program that records the elastic energy stored in the substrate, and leaves out the bond energy, will find the right magnitude with the wrong sign. A single spring of stiffness $\kappa$ loaded by fixed forces $f_1$ and $f_2$ shows the same thing: its strain energy $(f_1+f_2)^2/2\kappa$ contains $+f_1f_2/\kappa$, while the total energy $-(f_1+f_2)^2/2\kappa$ contains $-f_1f_2/\kappa$. At constant force it is the total energy whose slope drives the adatoms.

### The pair energy

Place adatom 1 at the origin and adatom 2 at $\mathbf d$, with moments $P_1$ and $P_2$. From (5) and (11),

$$
\tilde{\mathbf u}_1=\frac gk(-iP_1\mathbf k),\qquad
\tilde{\mathbf f}_2=-iP_2\,\mathbf k\,e^{-i\mathbf k\cdot\mathbf d}. \tag{15}
$$

For real fields $\int\mathbf f_2\cdot\mathbf u_1\,d^2r=\int\tilde{\mathbf f}_2^{\,*}\cdot\tilde{\mathbf u}_1\,d^2k/(2\pi)^2$. The product of the factors $+i$ and $-i$ is $+1$, and $\mathbf k\cdot\mathbf k/k=k$. Equation (14) becomes

$$
U=-P_1P_2\,g\int\frac{d^2k}{(2\pi)^2}\,k\,e^{i\mathbf k\cdot\mathbf d}. \tag{16}
$$

The integrand grows with $k$ because the sources were taken as points. Forces of finite extent cut it off. Let the cutoff be a factor $e^{-\eta k}$ with a small length $\eta$, to be removed at the end. First take the integral without the weight $k^2$ that arises from $k$ and from $d^2k=k\,dk\,d\theta$:

$$
\begin{aligned}
I(\eta)&=\int_0^{2\pi}\frac{d\theta}{2\pi}\int_0^\infty dk\,e^{-\eta k+ikd\cos\theta}
=\int_0^{2\pi}\frac{d\theta}{2\pi}\,\frac{1}{\eta-id\cos\theta}\\
&=\int_0^{2\pi}\frac{d\theta}{2\pi}\,\frac{\eta}{\eta^2+d^2\cos^2\theta}
=\frac{1}{\sqrt{\eta^2+d^2}} .
\end{aligned}
$$

The imaginary part dropped out because it is odd in $\cos\theta$. The last step uses the standard mean value of $1/(a^2+b^2\cos^2\theta)$, which is $1/(a\sqrt{a^2+b^2})$ for $a>0$. Each derivative with respect to $-\eta$ brings down one factor $k$, so

$$
\int\frac{d^2k}{(2\pi)^2}\,k\,e^{-\eta k}e^{i\mathbf k\cdot\mathbf d}
=\frac1{2\pi}\frac{d^2I}{d\eta^2}
=\frac{1}{2\pi}\,\frac{2\eta^2-d^2}{(\eta^2+d^2)^{5/2}} . \tag{17}
$$

For $\eta\ll d$ this tends to $-1/(2\pi d^3)$. The minus sign cancels the one in (16), and

$$
U=\frac{g\,P_1P_2}{2\pi d^3}=\frac{1-\nu^2}{\pi E}\,\frac{P_1P_2}{d^3}. \tag{18}
$$

With $P_1=P_2=P$ this is (2). The sign of $P$ does not matter for identical adatoms: two that push outward repel, and so do two that pull inward. An adatom that pushes and one that pulls attract.

The sign belongs to the far field. In (17) the numerator changes sign at $d=\sqrt2\,\eta$, so the interaction energy of two identical smeared sources is negative at smaller separations. The force between them turns attractive already below $d=2\eta$, where the energy has its maximum. Equation (14) shows why two identical sources at the same place must have $U<0$: then $\mathbf f_2\cdot\mathbf u_1$ integrates to twice the strain energy of one source, which is positive. Formula (2) must not be continued to separations comparable with the extent of the forces, where atomic bonding is missing from the model as well.

Since (12) is quadratic in the fields and the forces are fixed, the interaction energy of many adatoms is the sum of (18) over all pairs. This additivity is lost once the forces respond to strain.

## Second half: strain picture, corrections and an example

### Symbols and results carried over

The solid fills $z>0$. An adatom is a set of fixed tangential forces with first moment $P\delta_{ij}$ and force density $f_i=-P\partial_i\delta(\mathbf r)$, with $P>0$ for outward forces. A longitudinal traction $t$ of wavenumber $k$ displaces the surface by $gt/k$, where $g=(1-\nu)/\mu=2(1-\nu^2)/E$. The interaction energy is $U=-\int\mathbf f_2\cdot\mathbf u_1\,d^2r$, and for equal adatoms at separation $d$

$$
U=\frac{KP^2}{d^3},\qquad K=\frac{g}{2\pi}=\frac{1-\nu^2}{\pi E}. \tag{19}
$$

### The strain that one adatom offers the other

The displacement transform is $-iPg\,\mathbf k/k$. By $I(\eta\to0)$ in the first half, $1/k$ transforms to $1/(2\pi r)$, and $i\mathbf k$ stands for the gradient, so

$$
\mathbf u=-Pg\,\nabla\frac{1}{2\pi r}=\frac{KP}{r^2}\,\hat{\mathbf r}. \tag{20}
$$

The radial strain is $du_r/dr=-2KP/r^3$ and the tangential strain is $u_r/r=+KP/r^3$. Their sum, the area dilation of the surface, is

$$
\theta=-\frac{KP}{r^3}. \tag{21}
$$

Inserting the dipole density in $U=-\int\mathbf f_2\cdot\mathbf u_1\,d^2r$ and integrating by parts gives $U=-P\theta(d)$, which reproduces (19). An adatom that pushes outward has a lower energy where the surface is stretched, but its equal has compressed the surface there, which raises the energy. For inward forces both signs reverse.

For a dipole that is isotropic in three dimensions, the free surface is essential. In an infinite isotropic solid such a source, $-P\nabla\delta$, produces a gradient field $\mathbf u=\nabla\chi$ with $(\lambda+2\mu)\nabla^2\chi=P\delta$. Its volume dilation vanishes outside the source, and two such defects have no interaction of this order. The argument does not apply to a purely tangential dipole, which is not isotropic in three dimensions.

For fixed tangential forces on an isotropic half-space, two equal adatoms repel with an energy $KP^2/d^3$, and the strain that one offers the other gives the same result. What remains is to treat normal forces, point forces in real space and cubic crystals, and to work through an example with estimates of what the model leaves out.
